# Marcus-Hush-Chidsey Kinetics Near Equilibrium: Butler-Volmer with Coefficient One Half, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one metal level to the Butler-Volmer law

### The physical situation

An inert metal anode stands in an acid copper-plating bath that contains ferrous and ferric ions. At its surface a ferrous ion gives an electron to the metal, or a ferric ion takes one back. The Butler-Volmer law gives a simple description of such a reaction: both rates depend exponentially on the electrode potential, and a transfer coefficient says how the potential is shared between them.

The microscopic picture looks different. The solvent around the ion must first reach a configuration in which the electron can move without a change of energy. The metal, moreover, offers a continuum of electron levels, each with its own driving force and its own barrier. The total rate is an integral over these levels, named after Marcus, Hush and Chidsey. Two questions follow. Why should an integral of Gaussian barriers become a simple exponential with coefficient one half? And how many metal levels take part?

The answer needs two conditions. The reorganisation energy must be large compared with $kT$, and the potential must stay close enough to equilibrium. The theorem below makes both conditions quantitative.

### Symbols and assumptions

Let $T$ be the temperature, $k$ Boltzmann's constant, $e>0$ the elementary charge and $\lambda$ the reorganisation energy. Rates of reduction and oxidation carry subscripts, $k_{\rm red}$ and $k_{\rm ox}$. Metal levels have energy $\varepsilon$ measured from the Fermi level, and their occupation is

$$f(\varepsilon)=\frac{1}{1+e^{\varepsilon/kT}} .$$

The overpotential $\eta$ is the electrode potential minus the formal potential of the couple. Positive $\eta$ lowers the energy of electrons in the metal and favours oxidation. The dimensionless variables are

$$x=\frac{\varepsilon}{kT},\qquad h=\frac{e\eta}{kT},\qquad \Lambda=\frac{\lambda}{kT}.$$

The assumptions are these.

1. The coupling $V$ between ion and metal level is weak, so that the golden rule holds.
2. The solvent is classical and responds linearly, with the same $\lambda$ in both directions.
3. The density of metal levels $\rho$ and the coupling $V$ do not depend on energy, and the metal electrons stay in thermal equilibrium.
4. The ion reacts at a fixed place where it feels the full potential difference between metal and solution. No work is needed to bring it there.

The density $\rho$ and the squared coupling enter only as a product, so it is convenient to define the energy $\Gamma=2\pi\rho V^2$. Constant degeneracy factors are taken into $\rho V^2$ and into the formal potential.

### Lemma 1: the rate for one metal level

**Statement.** If a transfer changes the free energy by $\Delta G$, its rate for one available level is

$$r(\Delta G)=\frac{2\pi V^2}{\hbar}\,\frac{1}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\lambda+\Delta G)^2}{4\lambda kT}\right].$$

**Proof.** Describe the solvent by a coordinate $q$, equal to 0 at the reactant's equilibrium and 1 at the product's. Linear response makes both free energies parabolas of equal curvature:

$$G_R=\lambda q^2,\qquad G_P=\lambda(q-1)^2+\Delta G .$$

At $q=1$ the reactant lies $\lambda$ above its own minimum, which is the meaning of the reorganisation energy. The gap between the curves is

$$X=G_P-G_R=\lambda(q^2-2q+1)+\Delta G-\lambda q^2=\lambda(1-2q)+\Delta G .$$

Before transfer, $q$ has the Boltzmann weight $e^{-\lambda q^2/kT}$. This is a Gaussian with mean zero and variance $kT/2\lambda$. Since $X$ is linear in $q$ with slope $-2\lambda$, it is also Gaussian. Its mean is $\lambda+\Delta G$ and its variance is

$$4\lambda^2\,\frac{kT}{2\lambda}=2\lambda kT .$$

For a slowly moving solvent the electron transfers at fixed $q$, and energy conservation requires $X=0$. The golden rule therefore gives $r=(2\pi V^2/\hbar)\langle\delta(X)\rangle$. The average of the delta function is the probability density of $X$ at zero. For a Gaussian of mean $\lambda+\Delta G$ and variance $2\lambda kT$, that density is

$$\langle\delta(X)\rangle=\frac{1}{\sqrt{2\pi\cdot2\lambda kT}}\exp\left[-\frac{(\lambda+\Delta G)^2}{2\cdot 2\lambda kT}\right],$$

which proves the lemma. ∎

The exponent contains the barrier $(\lambda+\Delta G)^2/4\lambda$. Its derivative with respect to $\Delta G$ is

$$\frac{d}{d\Delta G}\frac{(\lambda+\Delta G)^2}{4\lambda}=\frac12\left(1+\frac{\Delta G}{\lambda}\right).$$

Near $\Delta G=0$ the barrier thus changes by half the change in driving force. Geometrically, two equal parabolas with level minima cross midway between them, at $q=1/2$. This is the origin of the coefficient one half. What remains is to show that it survives the sum over metal levels.

### The Marcus-Hush-Chidsey integrals

At $\eta=0$, moving an electron from the Fermi level to the ion costs no free energy, by the definition of the formal potential. A positive $\eta$ lowers the metal electron by $e\eta$ and makes reduction costlier by that amount. An electron that starts at $\varepsilon$ above the Fermi level brings $\varepsilon$ with it. Hence

$$\Delta G_{\rm red}=e\eta-\varepsilon,\qquad \Delta G_{\rm ox}=\varepsilon-e\eta .$$

Reduction needs an occupied level, with weight $f$. Oxidation needs an empty one, with weight $1-f$. There are $\rho\,d\varepsilon$ levels in $d\varepsilon$, so

$$k_{\rm red}=\rho\int_{-\infty}^{\infty} f(\varepsilon)\,r(e\eta-\varepsilon)\,d\varepsilon,$$

$$k_{\rm ox}=\rho\int_{-\infty}^{\infty}[1-f(\varepsilon)]\,r(\varepsilon-e\eta)\,d\varepsilon .$$

Insert Lemma 1 and set $d\varepsilon=kT\,dx$. The factor in front becomes $kT/\sqrt{4\pi\lambda kT}=1/\sqrt{4\pi\Lambda}$, and

$$k_{\rm red}=\frac{\Gamma}{\hbar\sqrt{4\pi\Lambda}}\int_{-\infty}^{\infty}\frac{1}{1+e^x}\,e^{-(\Lambda+h-x)^2/4\Lambda}\,dx,$$

$$k_{\rm ox}=\frac{\Gamma}{\hbar\sqrt{4\pi\Lambda}}\int_{-\infty}^{\infty}\frac{1}{1+e^{-x}}\,e^{-(\Lambda-h+x)^2/4\Lambda}\,dx .$$

These are rates per ion, in inverse seconds. They hold for every $\Lambda$ and $h$ within the assumptions.

### Lemma 2: the window and its moments

**Statement.** Define the even function

$$w(x)=\frac{1}{2\pi\cosh(x/2)} .$$

Then $w$ is a probability density, and for $|s|<1/2$

$$\int_{-\infty}^{\infty}e^{sx}w(x)\,dx=\frac{1}{\cos\pi s}.$$

In particular $\langle x\rangle=0$, $\langle x^2\rangle=\pi^2$ and $\langle x^4\rangle=5\pi^4$, where angle brackets without a subscript now mean averages over $w$.

**Proof.** Multiplying numerator and denominator by $e^{-x/2}$ gives

$$\frac{e^{x/2}}{1+e^x}=\frac{1}{e^{-x/2}+e^{x/2}}=\frac{1}{2\cosh(x/2)}=\pi w(x).$$

The integral therefore follows from

$$I(a)=\int_{-\infty}^{\infty}\frac{e^{ax}}{1+e^x}\,dx,\qquad 0<a<1,$$

with $a=1/2+s$, after division by $\pi$. Integrate the same function anticlockwise around a rectangle with lower side on the real axis and upper side at height $2\pi i$. On the upper side the denominator is unchanged and the numerator gains $e^{2\pi ia}$; the direction is reversed. The vertical sides vanish as they move outwards, because the integrand decays as $e^{(a-1)x}$ on the right and as $e^{ax}$ on the left.

The one pole inside is $x=i\pi$. There the derivative of the denominator is $e^{i\pi}=-1$, so the residue is $-e^{i\pi a}$. The residue theorem gives

$$I(a)\left(1-e^{2\pi ia}\right)=-2\pi i\,e^{i\pi a}.$$

Divide by $e^{i\pi a}$ and use $e^{-i\pi a}-e^{i\pi a}=-2i\sin\pi a$:

$$I(a)=\frac{-2\pi i}{-2i\sin\pi a}=\frac{\pi}{\sin\pi a}.$$

Since $\sin(\pi/2+\pi s)=\cos\pi s$, the stated formula follows. At $s=0$ it gives one, so $w$ is normalised. Its exponential decay permits expansion in powers of $s$ under the integral. Comparing

$$\frac{1}{\cos\pi s}=1+\frac{\pi^2s^2}{2}+\frac{5\pi^4s^4}{24}+\dots$$

with $\sum_n\langle x^n\rangle s^n/n!$ gives the moments. ∎

For the window alone there is a shorter way. With $u=e^{x/2}$, $dx=2\,du/u$ and

$$\int_{-\infty}^{\infty}\frac{dx}{2\cosh(x/2)}=\int_0^\infty\frac{2\,du}{1+u^2}=\pi .$$

### Theorem

Let

$$k_*=\frac{\Gamma}{\hbar}\,\frac{\pi kT}{\sqrt{4\pi\lambda kT}}\,e^{-\lambda/4kT}
\quad\text{and}\quad
R(h)=\left\langle e^{-(x-h)^2/4\Lambda}\right\rangle .$$

Under assumptions 1 to 4 the following statements hold.

**(a)** For every $\Lambda>0$ and every $h$,

$$k_{\rm red}=k_*e^{-h/2}R(h),\qquad k_{\rm ox}=k_*e^{h/2}R(h).$$

**(b)** The common factor obeys

$$\exp\left[-\frac{\pi^2+h^2}{4\Lambda}\right]\le R(h)\le1 .$$

**(c)** At fixed $h$, as $\Lambda\to\infty$, the ratio of each rate to its Butler-Volmer form $k_*e^{\mp h/2}$ tends to one.

**Proof of (a).** Expand the square for reduction by treating $h-x$ as one quantity:

$$\frac{[\Lambda+(h-x)]^2}{4\Lambda}=\frac{\Lambda}{4}+\frac{h-x}{2}+\frac{(h-x)^2}{4\Lambda}.$$

No term has been dropped. The integrand becomes

$$e^{-\Lambda/4}e^{-h/2}\,\frac{e^{x/2}}{1+e^x}\,e^{-(x-h)^2/4\Lambda}
=e^{-\Lambda/4}e^{-h/2}\,\pi w(x)\,e^{-(x-h)^2/4\Lambda}.$$

Its integral is $\pi e^{-\Lambda/4}e^{-h/2}R(h)$. Since $\pi/\sqrt{4\pi\Lambda}=\pi kT/\sqrt{4\pi\lambda kT}$, the prefactor is that of $k_*$.

For oxidation the sign of $h-x$ is reversed:

$$\frac{[\Lambda-(h-x)]^2}{4\Lambda}=\frac{\Lambda}{4}-\frac{h-x}{2}+\frac{(h-x)^2}{4\Lambda}.$$

The exponential now supplies $e^{h/2}e^{-x/2}$. The occupation factor combines with it as

$$\frac{e^{-x/2}}{1+e^{-x}}=\frac{1}{e^{x/2}+e^{-x/2}}=\pi w(x).$$

The same weight and the same quadratic factor remain, which gives the second formula.

**Proof of (b).** The exponent in $R$ is never positive, so $R\le1$. For the lower bound, the exponential is convex, and Jensen's inequality states $\langle e^{-Y}\rangle\ge e^{-\langle Y\rangle}$. Take $Y=(x-h)^2/4\Lambda$. By Lemma 2,

$$\langle(x-h)^2\rangle=\langle x^2\rangle-2h\langle x\rangle+h^2=\pi^2+h^2 .$$

**Proof of (c).** At fixed $h$ the lower bound tends to one, and $R$ is held between it and one. ∎

The limit concerns a ratio. The rates themselves become very small as $\Lambda$ grows, because of $e^{-\Lambda/4}$.

### What the energy window means

At $\eta=0$, a filled level at the Fermi level would transfer its electron at the rate

$$r(0)=\frac{2\pi V^2}{\hbar}\,\frac{e^{-\lambda/4kT}}{\sqrt{4\pi\lambda kT}} .$$

Comparison with $k_*$ gives

$$k_*=\rho\,(\pi kT)\,r(0).$$

The metal therefore acts as if $\rho\pi kT$ filled levels sat at the Fermi level. This is the precise sense of the window $\pi kT$. The levels really form a smooth distribution without sharp edges, and one at the Fermi level is half occupied.

Two opposing exponentials make the distribution. For reduction, levels above the Fermi level have a lower barrier, which raises their rate as $e^{x/2}$, but their occupation falls as $e^{-x}$. The product falls as $e^{-x/2}$. Levels below are nearly full, but their barrier is higher, and their contribution also falls, as $e^{-|x|/2}$. In the limit of large $\Lambda$, the standard deviation of this distribution is $\pi kT$ as well, by Lemma 2.

In oxidation the roles of occupation and barrier are exchanged, but the same levels contribute with the same relative weights. That is why one function $R$ serves both directions.

The window also changes the temperature dependence. One level has a prefactor proportional to $T^{-1/2}$; multiplication by $\pi kT$ turns this into $T^{1/2}$. With $\lambda$, $V$ and $\rho$ held fixed,

$$kT^2\,\frac{d\ln k_*}{dT}=\frac{\lambda}{4}+\frac{kT}{2},$$

because $\ln k_*$ contains $\frac12\ln T-\lambda/4kT$. The apparent activation energy is thus slightly above the barrier $\lambda/4$.

## 2. Corrections, failure and a plating-bath example

### Symbols and results carried over

The variables are $h=e\eta/kT$, $\Lambda=\lambda/kT$ and $x=\varepsilon/kT$, where $\eta$ is positive for oxidation and $\varepsilon$ is measured from the Fermi level. The coupling strength is $\Gamma=2\pi\rho V^2$. Averages $\langle\cdot\rangle$ use the even density $w(x)=1/[2\pi\cosh(x/2)]$, with $\langle x^2\rangle=\pi^2$ and $\langle x^4\rangle=5\pi^4$. The rates are

$$k_{\rm red}=k_*e^{-h/2}R(h),\qquad k_{\rm ox}=k_*e^{h/2}R(h),$$

with $R(h)=\langle e^{-(x-h)^2/4\Lambda}\rangle$ and $k_*=(\Gamma/\hbar)\,\pi kT\,e^{-\lambda/4kT}/\sqrt{4\pi\lambda kT}$. The Butler-Volmer form is obtained by setting $R=1$.

### Corollary 1: balance and the transfer coefficient

Define the transfer coefficients as local slopes,

$$\alpha_{\rm red}=-\frac{d\ln k_{\rm red}}{dh},\qquad \alpha_{\rm ox}=\frac{d\ln k_{\rm ox}}{dh}.$$

Both rates are now known to be Butler-Volmer exponentials times one common factor $R(h)$, which tends to one at fixed $h$ as $\Lambda\to\infty$. What remains is to bound the transfer coefficients just defined, find the first corrections, see where the Butler-Volmer law fails, and work through the plating-bath example.
